# When surface-hopping fractions and electronic amplitude populations disagree: test program

```python
"""
Result under test: in two-state fewest-switches surface hopping,
    D = (fraction of trajectories on upper state) - (mean upper amplitude population)
obeys dD/dt = -<k d> - R.  For each trajectory d = a-u, where a is 1 on the
upper state and 0 on the lower, u is its upper amplitude population, and k is
|du/dt| divided by the population of the losing state.  R is the rejected-hop
rate.  D stays zero for a shared amplitude history without rejected hops, but
can become nonzero through frustrated hops or missing decoherence.
Diabatic Hamiltonian: mean + [[h,g],[g,-h]]; adiabatic energies: mean +/- r.
Units: eV, fs, angstrom; mass in eV fs^2/angstrom^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

HBAR = const.hbar / const.e * 1e15
MASS_U = 54.0
MASS = MASS_U * const.atomic_mass * 1e10 / const.e
RISE, FALL = 0.60, 0.20       # plateau energies of the two diabats
WIDTH, COUPLING, RANGE = 0.40, 0.04, 0.20
START, SIGMA = -1.40, 0.20
COLLAPSE_AT = 0.25
STEP = 0.25
NTRAJ = 10000


def surfaces(x):
    t = np.tanh(x / WIDTH)
    slope = (1 - t*t) / WIDTH
    mean, h = 0.5*(RISE-FALL)*t, 0.5*(RISE+FALL)*t
    dmean, dh = 0.5*(RISE-FALL)*slope, 0.5*(RISE+FALL)*slope
    g = COUPLING * np.exp(-(x/RANGE)**2)
    dg = -2*x/RANGE**2 * g
    r = np.sqrt(h*h + g*g)
    dr = (h*dh + g*dg) / r
    derivative_coupling = (h*dg - g*dh) / (2*r*r)
    return mean, h, g, r, dmean, dr, derivative_coupling


def rotate(sx, sy, sz, h, g, dt):
    """Exact Bloch rotation for a Hamiltonian held fixed during dt."""
    r = np.sqrt(h*h + g*g)
    nx, nz = g/r, h/r
    angle = 2*r*dt/HBAR
    c, s = np.cos(angle), np.sin(angle)
    along = (nx*sx + nz*sz) * (1-c)
    return (sx*c - nz*sy*s + nx*along,
            sy*c + (nz*sx - nx*sz)*s,
            sz*c + nx*sy*s + nz*along)


def start_speed(total_energy):
    mean, _, _, r, *_ = surfaces(START)
    return np.sqrt(2*(total_energy - mean + r)/MASS)


def hopping(x, v, duration, seed, collapse=False):
    rng = np.random.default_rng(seed)
    x, v = x.copy(), v.copy()
    n = len(x)
    active = -np.ones(n)
    mean, h, g, r, dmean, dr, _ = surfaces(x)
    sx, sy, sz = -g/r, np.zeros(n), -h/r
    up = np.zeros(n)
    energy0 = 0.5*MASS*v*v + mean - r
    drift = rejected = attempts = 0.0
    history = []
    for _ in range(int(round(duration/STEP))):
        v -= 0.5*STEP*(dmean + active*dr)/MASS
        x += STEP*v
        old_h, old_g = h, g
        mean, h, g, r, dmean, dr, _ = surfaces(x)
        v -= 0.5*STEP*(dmean + active*dr)/MASS
        sx, sy, sz = rotate(sx, sy, sz, 0.5*(h+old_h), 0.5*(g+old_g), STEP)
        new_up = np.clip(0.5*(1 + (g*sx+h*sz)/r), 0, 1)
        change = new_up - up
        loser = np.where(change > 0, 1-up, up)
        probability = np.abs(change)/np.maximum(loser, 1e-15)
        drift -= np.mean(probability*((active > 0)-up))
        attempt = (active*change < 0) & (rng.random(n) < probability)
        kinetic_after = 0.5*MASS*v*v + 2*active*r
        accepted = attempt & (kinetic_after >= 0)
        attempts += np.count_nonzero(attempt)/n
        rejected += np.count_nonzero(attempt & ~accepted)/n
        new_speed = np.sqrt(2*np.maximum(kinetic_after, 0)/MASS)
        v = np.where(accepted, np.copysign(new_speed, v), v)
        active = np.where(accepted, -active, active)
        if collapse:
            outside = np.abs(x) > COLLAPSE_AT
            sx = np.where(outside, active*g/r, sx)
            sy = np.where(outside, 0, sy)
            sz = np.where(outside, active*h/r, sz)
            new_up = np.where(outside, active > 0, new_up)
        up = new_up
        history.append((np.mean(active > 0), np.mean(up)))
    energy = 0.5*MASS*v*v + mean + active*r
    return dict(x=x, active=active, up=up, drift=drift, rejected=rejected,
                attempts=attempts, history=np.array(history),
                fraction=np.mean(active > 0), amplitude=np.mean(up),
                energy_error=np.max(np.abs(energy-energy0)))


def sample(total_energy, seed):
    rng = np.random.default_rng(seed)
    x = rng.normal(START, SIGMA, NTRAJ)
    v = rng.normal(start_speed(total_energy), HBAR/(2*MASS*SIGMA), NTRAJ)
    return x, v


def shared_path(initial_up, speed, seed):
    """Random walkers all use one prescribed path and one amplitude history."""
    rng = np.random.default_rng(seed)
    n, x = 20000, -1.0
    _, h, g, r, *_ = surfaces(x)
    along = 2*initial_up-1
    across = np.sqrt(1-along**2)
    sx, sy, sz = along*g/r + across*h/r, 0.0, along*h/r - across*g/r
    up, upper = initial_up, np.zeros(n, dtype=bool)
    log_factor, largest = 0.0, 0.0
    while x < 1.0:
        x += speed*STEP
        old_h, old_g = h, g
        _, h, g, r, *_ = surfaces(x)
        sx, sy, sz = rotate(sx, sy, sz, (h+old_h)/2, (g+old_g)/2, STEP)
        new = float(np.clip(0.5*(1+(g*sx+h*sz)/r), 0, 1))
        loss_old, loss_new = (1-up, 1-new) if new > up else (up, new)
        if loss_old > 1e-14:
            log_factor += np.log(max(loss_new, 1e-15)/loss_old)
            jump = rng.random(n) < abs(new-up)/loss_old
            upper ^= jump & (upper == (new < up))
        up = new
        largest = max(largest, abs(np.mean(upper)-up))
    return np.mean(upper)-up, -initial_up*np.exp(log_factor), largest


def wavepacket(total_energy, duration, dt, snapshot):
    n, length = 1536, 16.0
    dx = length/n
    x = -length/2 + dx*np.arange(n)
    wave = 2*np.pi*np.fft.fftfreq(n, dx)
    mean, h, g, r, *_ = surfaces(x)
    phase = np.exp(-0.5j*mean*dt/HBAR)
    c, s = np.cos(0.5*r*dt/HBAR), np.sin(0.5*r*dt/HBAR)
    p11, p22 = phase*(c-1j*s*h/r), phase*(c+1j*s*h/r)
    p12 = -1j*phase*s*g/r
    kinetic = np.exp(-0.5j*HBAR*wave**2*dt/MASS)
    psi = np.zeros((2, n), dtype=complex)
    psi[0] = np.exp(-(x-START)**2/(4*SIGMA**2)
                    + 1j*MASS*start_speed(total_energy)*x/HBAR)
    psi /= np.sqrt(np.sum(np.abs(psi)**2)*dx)
    half = 0.5*np.arctan2(g, h)
    cosine, sine = np.cos(half), np.sin(half)

    def adiabatic(state):
        return -sine*state[0]+cosine*state[1], cosine*state[0]+sine*state[1]

    overlap = None
    for step in range(1, int(round(duration/dt))+1):
        psi = np.array([p11*psi[0]+p12*psi[1], p12*psi[0]+p22*psi[1]])
        psi = np.fft.ifft(kinetic*np.fft.fft(psi, axis=1), axis=1)
        psi = np.array([p11*psi[0]+p12*psi[1], p12*psi[0]+p22*psi[1]])
        if step == int(round(snapshot/dt)):
            low, high = adiabatic(psi)
            overlap = abs(np.vdot(low, high))/np.sqrt(
                np.vdot(low, low).real*np.vdot(high, high).real)
    low, high = adiabatic(psi)
    upper = np.sum(np.abs(high)**2)*dx
    escaped = np.sum(np.abs(low[x > 0])**2)*dx
    edge = np.sum(np.abs(psi[:, np.abs(x) > 7.5])**2)*dx
    return upper, escaped, overlap, edge


def adiabatic_reference(total_energy, duration):
    """Lower-surface motion plus amplitude equations with derivative coupling."""
    def rhs(_, y):
        x, v, lr, li, ur, ui = y
        mean, _, _, r, dmean, dr, coupling = surfaces(x)
        low, high = lr+1j*li, ur+1j*ui
        dlow = -1j*(mean-r)*low/HBAR - v*coupling*high
        dhigh = -1j*(mean+r)*high/HBAR + v*coupling*low
        return [v, -(dmean-dr)/MASS, dlow.real, dlow.imag,
                dhigh.real, dhigh.imag]
    answer = solve_ivp(rhs, (0, duration),
                       [START, start_speed(total_energy), 1, 0, 0, 0],
                       method="DOP853", rtol=1e-8, atol=1e-10)
    assert answer.success
    return answer.y[4, -1]**2 + answer.y[5, -1]**2


E_LOW, E_TURN, E_OPEN = 0.03, 0.45, 1.00
DURATION, SNAPSHOT = 400.0, 145.0
slope_difference = (RISE+FALL)/WIDTH
crossing_speed = np.sqrt(2*E_TURN/MASS)


def landau_zener(energy, coupling=COUPLING):
    speed = np.sqrt(2*energy/MASS)
    return np.exp(-2*np.pi*coupling**2/(HBAR*speed*slope_difference))


# A common amplitude history: correct start and deliberately mismatched start.
same_D, _, same_max = shared_path(0.0, crossing_speed, 10)
mixed_D, mixed_law, _ = shared_path(0.3, crossing_speed, 11)
assert same_max < 0.02                 # about five sampling errors
assert abs(mixed_D-mixed_law) < 0.02
assert abs(mixed_law) < 0.28

# The entire upper surface is closed, so every attempted upward hop must fail.
grid = np.linspace(-3, 3, 6001)
mean_grid, _, _, r_grid, *_ = surfaces(grid)
upper_minimum = np.min(mean_grid+r_grid)
assert E_LOW < upper_minimum
low = hopping(np.full(2000, START), np.full(2000, start_speed(E_LOW)),
              DURATION, 20)
low_reference = adiabatic_reference(E_LOW, DURATION)
assert low["fraction"] == 0 and low["rejected"] > 0
assert abs(low["amplitude"]-low_reference) < 0.005
assert low["amplitude"] > 0.05

# Reflected upper branch, with and without collapse, and an open-channel control.
x_turn, v_turn = sample(E_TURN, 30)
turn = hopping(x_turn, v_turn, DURATION, 31)
collapsed = hopping(x_turn, v_turn, DURATION, 32, collapse=True)
x_open, v_open = sample(E_OPEN, 40)
opened = hopping(x_open, v_open, 200.0, 41)
turn_D = turn["fraction"]-turn["amplitude"]
open_D = opened["fraction"]-opened["amplitude"]
first_fraction, first_amplitude = turn["history"][int(SNAPSHOT/STEP)-1]
ledger = turn["drift"]-turn["rejected"]
ledger_noise = np.sqrt(turn["attempts"]/NTRAJ)
assert abs(turn_D-ledger) < 4*ledger_noise
assert abs(first_fraction-first_amplitude) < 0.04
assert turn_D < -0.08 and turn["rejected"] < 0.03
assert opened["rejected"] == 0 and abs(open_D) < 0.04
for run in (low, turn, collapsed, opened):
    assert run["energy_error"] < 0.002

# A wave packet supplies an independent result for the same two-state model.
q_coarse = wavepacket(E_TURN, DURATION, 0.2, SNAPSHOT)
q_upper, q_escape, q_overlap, q_edge = wavepacket(
    E_TURN, DURATION, 0.1, SNAPSHOT)
q_shift = max(abs(q_upper-q_coarse[0]), abs(q_escape-q_coarse[1]))
p_first = 1-q_escape
right = turn["x"] > 0
escaped_part = np.mean(right*((turn["active"] > 0)-turn["up"]))
collapsed_escape = np.mean((collapsed["x"] > 0) & (collapsed["active"] < 0))
assert q_shift < 0.005 and q_edge < 1e-5 and q_overlap < 0.1
assert abs(p_first-landau_zener(E_TURN)) < 0.06
assert abs(q_upper-p_first*(1-p_first)) < 0.04
assert abs(escaped_part+p_first*(1-p_first)) < 0.03
assert abs(collapsed["fraction"]-q_upper) < 0.05
assert abs(collapsed_escape-q_escape) < 0.05
assert abs(turn["amplitude"]-q_upper) > abs(collapsed["fraction"]-q_upper)+0.1

# Sizes of omitted effects, using explicitly rough input scales.
thermal = const.k*300/const.e
thermal_shift = landau_zener(E_TURN+thermal)-landau_zener(E_TURN)
turning_point = WIDTH*np.arctanh(E_TURN/RISE)
round_trip = 2*quad(lambda u: 2*turning_point*u/np.sqrt(
    2*(E_TURN-RISE*np.tanh(turning_point*(1-u*u)/WIDTH))/MASS),
    1e-6, 1)[0]
relaxation_time, third_coupling = 1000.0, 0.01
energy_loss = E_TURN*(1-np.exp(-round_trip/relaxation_time))
loss_shift = landau_zener(E_TURN-energy_loss)-landau_zener(E_TURN)
third_leak = 1-landau_zener(E_TURN, third_coupling)
phenyl = 6*12.011+5*1.008
sulfide = 12*12.011+10*1.008+32.06
fragment_mass = phenyl*sulfide/(phenyl+sulfide)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Fragment reduced mass", fragment_mass, "u", 2)
show("Model reduced mass", MASS_U, "u", 1)
show("Rising diabat plateau", RISE, "eV", 2)
show("Falling diabat plateau scale", FALL, "eV", 2)
show("Diabat width", WIDTH, "angstrom", 2)
show("Peak coupling", COUPLING, "eV", 3)
show("Coupling range", RANGE, "angstrom", 2)
show("Initial centre", START, "angstrom", 2)
show("Initial position spread", SIGMA, "angstrom", 2)
show("Collapse boundary", COLLAPSE_AT, "angstrom", 2)
show("Slope difference at crossing", slope_difference, "eV/angstrom", 2)
print(f"Trajectories per main run: {NTRAJ}")
show("Trajectory time step", STEP, "fs", 2)
show("Shared path: largest |D|", same_max)
show("Mismatched start: D from walkers", mixed_D)
show("Mismatched start: D from decay law", mixed_law)
show("Closed case: total energy", E_LOW, "eV", 3)
show("Closed case: upper-surface minimum", upper_minimum, "eV")
show("Closed case: upper fraction", low["fraction"])
show("Closed case: upper amplitude", low["amplitude"])
show("Closed case: independent amplitude", low_reference)
show("Closed case: rejected hops/trajectory", low["rejected"])
show("Turning case: total energy", E_TURN, "eV", 2)
show("Turning case: speed at crossing", crossing_speed, "angstrom/fs", 5)
show("First-pass upper probability, LZ", landau_zener(E_TURN))
show("First-pass upper probability, wave", p_first)
show("Comparison time after first pass", SNAPSHOT, "fs", 0)
show("After first pass: upper fraction", first_fraction)
show("After first pass: upper amplitude", first_amplitude)
show("Wave branch overlap before return", q_overlap, digits=6)
show("Final time", DURATION, "fs", 0)
show("Final upper fraction, no collapse", turn["fraction"])
show("Final upper amplitude, no collapse", turn["amplitude"])
show("Final D, no collapse", turn_D)
show("Balance law: -integral <k d> dt", turn["drift"])
show("Balance law: rejected hops", turn["rejected"])
show("Balance law: predicted D", ledger)
show("Balance law: one sampling error", ledger_noise)
show("Escaped group's contribution to D", escaped_part)
show("Estimate -p(1-p)", -p_first*(1-p_first))
show("Final upper fraction, collapse", collapsed["fraction"])
show("Final upper population, wave", q_upper)
show("Escaped lower fraction, collapse", collapsed_escape)
show("Escaped lower population, wave", q_escape)
show("Wave time-step shift", q_shift, digits=6)
show("Open case: total energy", E_OPEN, "eV", 2)
show("Open case: upper fraction", opened["fraction"])
show("Open case: upper amplitude", opened["amplitude"])
show("Open case: D", open_D)
show("Thermal energy at 300 K", thermal, "eV")
show("LZ shift from added thermal energy", thermal_shift)
show("Upper-branch round trip", round_trip, "fs", 1)
show("Rough energy relaxation time", relaxation_time, "fs", 0)
show("Energy lost in round trip", energy_loss, "eV")
show("LZ shift from this energy loss", loss_shift)
show("Rough third-state coupling", third_coupling, "eV", 3)
show("Third-state leakage per pass", third_leak)
print("ALL CHECKS PASSED")
```

Printed output:

```
Fragment reduced mass: 54.53 u
Model reduced mass: 54.0 u
Rising diabat plateau: 0.60 eV
Falling diabat plateau scale: 0.20 eV
Diabat width: 0.40 angstrom
Peak coupling: 0.040 eV
Coupling range: 0.20 angstrom
Initial centre: -1.40 angstrom
Initial position spread: 0.20 angstrom
Collapse boundary: 0.25 angstrom
Slope difference at crossing: 2.00 eV/angstrom
Trajectories per main run: 10000
Trajectory time step: 0.25 fs
Shared path: largest |D|: 0.0059
Mismatched start: D from walkers: -0.0171
Mismatched start: D from decay law: -0.0134
Closed case: total energy: 0.030 eV
Closed case: upper-surface minimum: 0.0341 eV
Closed case: upper fraction: 0.0000
Closed case: upper amplitude: 0.2014
Closed case: independent amplitude: 0.2014
Closed case: rejected hops/trajectory: 0.4270
Turning case: total energy: 0.45 eV
Turning case: speed at crossing: 0.01268 angstrom/fs
First-pass upper probability, LZ: 0.5476
First-pass upper probability, wave: 0.5405
Comparison time after first pass: 145 fs
After first pass: upper fraction: 0.5425
After first pass: upper amplitude: 0.5464
Wave branch overlap before return: 0.000014
Final time: 400 fs
Final upper fraction, no collapse: 0.2776
Final upper amplitude, no collapse: 0.5174
Final D, no collapse: -0.2398
Balance law: -integral <k d> dt: -0.2242
Balance law: rejected hops: 0.0007
Balance law: predicted D: -0.2249
Balance law: one sampling error: 0.0110
Escaped group's contribution to D: -0.2519
Estimate -p(1-p): -0.2484
Final upper fraction, collapse: 0.2550
Final upper population, wave: 0.2483
Escaped lower fraction, collapse: 0.4557
Escaped lower population, wave: 0.4595
Wave time-step shift: 0.000006
Open case: total energy: 1.00 eV
Open case: upper fraction: 0.6691
Open case: upper amplitude: 0.6704
Open case: D: -0.0013
Thermal energy at 300 K: 0.0259 eV
LZ shift from added thermal energy: 0.0092
Upper-branch round trip: 146.8 fs
Rough energy relaxation time: 1000 fs
Energy lost in round trip: 0.0614 eV
LZ shift from this energy loss: -0.0245
Rough third-state coupling: 0.010 eV
Third-state leakage per pass: 0.0369
ALL CHECKS PASSED
```
